# The intraband plasma-frequency tensor from Fermi-surface velocities and occupied-state inverse masses: test program

```python
"""
Result under test: the intraband plasma-frequency tensor of a crystal,
  (hbar w_p)^2_ab = (g e^2/eps0) sum_n Int d3k/(2 pi)^3 (-df/dE) (hbar v_a)(hbar v_b),
is the q -> 0 limit (at fixed frequency) of the intraband density response and
equals (g e^2/eps0) sum_n Int d3k/(2 pi)^3 f d2E_n/dk_a dk_b.
Symbols: g = 2 spin factor, E_n(k) band energy, v band velocity, f occupation,
mu Fermi level. theta = (kx a, ky a, kz c) are dimensionless Bloch phases.
Model: two orbitals per cell, H = d0(theta) + D sigma_z + w sin(theta_x) sigma_y,
d0 = -2t(cos x + cos y) - 2 t_d cos(x+y) - 2 t_z cos z.
Energies in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.special import expit

T_PLANE, T_DIAG, T_Z = 0.5, 0.1, 0.05
SPLIT, HYB, MU = 0.5, 0.3, -0.9
A_LAT, C_LAT = 0.4, 0.8
LENGTHS = np.array([A_LAT, A_LAT, C_LAT])
VOLUME = A_LAT**2 * C_LAT
COULOMB = const.e / const.epsilon_0 * 1e9          # e^2/eps0 in eV nm
PREF = 2 * COULOMB / VOLUME                        # eV / nm^2, spin included
SIGMA_Y = np.array([[0, -1j], [1j, 0]])
SIGMA_Z = np.diag([1.0, -1.0])


def hamiltonian(theta):
    x, y, z = np.moveaxis(theta, -1, 0)
    d0 = (-2 * T_PLANE * (np.cos(x) + np.cos(y))
          - 2 * T_DIAG * np.cos(x + y) - 2 * T_Z * np.cos(z))
    return (d0[..., None, None] * np.eye(2) + SPLIT * SIGMA_Z
            + HYB * np.sin(x)[..., None, None] * SIGMA_Y)


def band_data(theta):
    """Energies, first and second phase derivatives by perturbation theory."""
    x, y, z = np.moveaxis(theta, -1, 0)
    energy, vec = np.linalg.eigh(hamiltonian(theta))
    s_mat = vec.conj().swapaxes(-1, -2) @ SIGMA_Y @ vec
    s_diag = np.stack([s_mat[..., 0, 0].real, s_mat[..., 1, 1].real], -1)
    repel = 2 * np.abs(s_mat[..., 0, 1])**2 / (energy[..., 1] - energy[..., 0])
    repel = np.stack([-repel, repel], -1)
    grad = np.zeros(energy.shape + (3,))
    grad[..., 0] = ((2 * T_PLANE * np.sin(x) + 2 * T_DIAG * np.sin(x + y))[..., None]
                    + HYB * np.cos(x)[..., None] * s_diag)
    grad[..., 1] = (2 * T_PLANE * np.sin(y) + 2 * T_DIAG * np.sin(x + y))[..., None]
    grad[..., 2] = (2 * T_Z * np.sin(z))[..., None]
    curv = np.zeros(energy.shape + (3, 3))
    oblique = 2 * T_DIAG * np.cos(x + y)
    curv[..., 0, 0] = ((2 * T_PLANE * np.cos(x) + oblique)[..., None]
                       - HYB * np.sin(x)[..., None] * s_diag
                       + (HYB * np.cos(x)[..., None])**2 * repel)
    curv[..., 1, 1] = (2 * T_PLANE * np.cos(y) + oblique)[..., None]
    curv[..., 0, 1] = curv[..., 1, 0] = oblique[..., None]
    curv[..., 2, 2] = (2 * T_Z * np.cos(z))[..., None]
    return energy, grad, curv


def overlap2(vec1, vec2):
    """Squared overlap of cell-periodic states in the same band."""
    return np.abs(np.sum(vec1.conj() * vec2, axis=-2))**2


def to_tensor(phase_tensor):
    """Convert a cell-averaged phase-derivative tensor (eV) to eV^2."""
    return PREF * np.outer(LENGTHS, LENGTHS) * phase_tensor


# Band derivatives against finite differences of the eigenvalues
rng = np.random.default_rng(3)
sample = rng.uniform(-np.pi, np.pi, (40, 3))
_, grad_s, curv_s = band_data(sample)
STEP = 1e-3
unit = np.eye(3) * STEP


def levels(theta):
    return np.linalg.eigvalsh(hamiltonian(theta))


for i in range(3):
    fd1 = (levels(sample + unit[i]) - levels(sample - unit[i])) / (2 * STEP)
    assert np.allclose(fd1, grad_s[..., i], atol=2e-6)
    for j in range(3):
        fd2 = (levels(sample + unit[i] + unit[j]) - levels(sample + unit[i] - unit[j])
               - levels(sample - unit[i] + unit[j])
               + levels(sample - unit[i] - unit[j])) / (4 * STEP**2)
        assert np.allclose(fd2, curv_s[..., i, j], atol=1e-5)

# Zero temperature: open cylindrical Fermi surfaces in polar coordinates
N_PHI, N_Z, N_R = 128, 16, 24
phi, z_ph = np.meshgrid(2 * np.pi * np.arange(N_PHI) / N_PHI,
                        2 * np.pi * np.arange(N_Z) / N_Z, indexing="ij")
CELL = (2 * np.pi / N_PHI) * (2 * np.pi / N_Z) / (2 * np.pi)**3
nodes, node_w = np.polynomial.legendre.leggauss(N_R)
nodes, node_w = (nodes + 1) / 2, node_w / 2


def polar_point(rho, ang, z):
    return np.stack([rho * np.cos(ang), rho * np.sin(ang), z], -1)


surface_part, volume_part, filling, dos_zero, occupied = [], [], [], 0.0, []
for n in range(2):
    low, high = np.zeros_like(phi), np.full_like(phi, 2.6)
    assert np.all(levels(polar_point(low, phi, z_ph))[..., n] < MU)
    assert np.all(levels(polar_point(high, phi, z_ph))[..., n] > MU)
    for _ in range(52):
        mid = (low + high) / 2
        below = levels(polar_point(mid, phi, z_ph))[..., n] < MU
        low, high = np.where(below, mid, low), np.where(below, high, mid)
    rho_f = (low + high) / 2
    _, grad, _ = band_data(polar_point(rho_f, phi, z_ph))
    g_n = grad[..., n, :]
    radial = g_n[..., 0] * np.cos(phi) + g_n[..., 1] * np.sin(phi)
    assert radial.min() > 0
    measure = CELL * rho_f / radial
    dos_zero += measure.sum()
    surface_part.append(to_tensor(np.einsum("pz,pza,pzb->ab", measure, g_n, g_n)))
    rho = rho_f[..., None] * nodes
    points = polar_point(rho, phi[..., None], z_ph[..., None] + 0 * rho)
    weight = CELL * rho * rho_f[..., None] * node_w
    _, _, curv = band_data(points)
    volume_part.append(to_tensor(np.einsum("pzr,pzrab->ab", weight, curv[..., n, :, :])))
    filling.append(weight.sum())
    occupied.append((points, weight))
surface_total, volume_total = sum(surface_part), sum(volume_part)
for n in range(2):
    assert np.allclose(surface_part[n], volume_part[n], rtol=1e-6, atol=1e-6)

# Zero-temperature response at finite q, sum over occupied states
Q_HAT = np.array([0.6, 0.48, 0.64])
HW = 0.5
projected = Q_HAT @ surface_total @ Q_HAT


def response_zero_temp(q):
    """(hbar w)^2 (1 - eps_intra) in eV^2."""
    shift = q * Q_HAT * LENGTHS
    chi = 0.0
    for n, (points, weight) in enumerate(occupied):
        e0, u0 = np.linalg.eigh(hamiltonian(points))
        ep, up = np.linalg.eigh(hamiltonian(points + shift))
        em, um = np.linalg.eigh(hamiltonian(points - shift))
        term = (overlap2(u0, up) / (HW + e0 - ep)
                - overlap2(um, u0) / (HW + em - e0))[..., n]
        chi += np.sum(weight * term)
    return PREF * chi / q**2 * HW**2


q_list = [0.4, 0.2, 0.1, 0.05]
resp = [response_zero_temp(q) for q in q_list]
errors = [r / projected - 1 for r in resp]
assert abs(errors[-1]) < 2e-3
assert abs(errors[1] / errors[2] - 4) < 0.4
assert abs(errors[2] / errors[3] - 4) < 0.2

# Finite temperature: periodic grid, response straight from its definition
KT, N_XY, N_ZG = 0.2, 96, 24
axis = 2 * np.pi * np.arange(N_XY) / N_XY
axis_z = 2 * np.pi * np.arange(N_ZG) / N_ZG
grid = np.stack(np.meshgrid(axis, axis, axis_z, indexing="ij"), -1).reshape(-1, 3)
e_grid, g_grid, c_grid = band_data(grid)
u_grid = np.linalg.eigh(hamiltonian(grid))[1]


def fermi(energy):
    return expit(-(energy - MU) / KT)


f_grid = fermi(e_grid)
minus_df = f_grid * (1 - f_grid) / KT
n_pts = len(grid)
warm_velocity = to_tensor(np.einsum("kn,kna,knb->ab", minus_df, g_grid, g_grid) / n_pts)
warm_mass = to_tensor(np.einsum("kn,knab->ab", f_grid, c_grid) / n_pts)
assert np.allclose(warm_velocity, warm_mass, rtol=1e-8, atol=1e-8)
filled = [to_tensor(c_grid[:, n].mean(axis=0)) for n in range(2)]
filled_max = max(np.abs(m).max() for m in filled)
assert filled_max < 1e-8
counted = (e_grid < MU).mean(axis=0)
assert np.allclose(counted, filling, atol=3e-3)    # point counting is coarse

warm_projected = Q_HAT @ warm_velocity @ Q_HAT
warm_dos = minus_df.sum() / n_pts
warm_q = [0.2, 0.1, 0.05]
warm_err, static_err, overlap_loss = [], [], []
for q in warm_q:
    shift = q * Q_HAT * LENGTHS
    e_q, u_q = np.linalg.eigh(hamiltonian(grid + shift))
    m2 = overlap2(u_grid, u_q)
    df = f_grid - fermi(e_q)
    chi_dyn = np.sum(df * m2 / (HW + e_grid - e_q)) / n_pts
    warm_err.append(PREF * chi_dyn / q**2 * HW**2 / warm_projected - 1)
    chi_static = np.sum(df * m2 / (e_grid - e_q)) / n_pts
    static_err.append(chi_static / (-warm_dos) - 1)
    overlap_loss.append(np.mean(1 - m2))
    e_minus = levels(grid - shift)
    left = np.sum(df * (e_q - e_grid)) / n_pts
    right = np.sum(f_grid * (e_q + e_minus - 2 * e_grid)) / n_pts
    assert abs(left / right - 1) < 1e-7
assert abs(warm_err[2]) < 5e-3
assert abs(warm_err[0] / warm_err[1] - 4) < 0.4
assert abs(warm_err[1] / warm_err[2] - 4) < 0.2
# Leading correction from the velocity spread; the 10 % allowance covers the
# smaller q^2 terms from band non-parabolicity and from the state overlap
along_q = g_grid @ (Q_HAT * LENGTHS)               # hbar v along q, eV nm
spread = np.sum(minus_df * along_q**4) / np.sum(minus_df * along_q**2) / HW**2
measured_spread = warm_err[2] / warm_q[2]**2
assert abs(measured_spread / spread - 1) < 0.1
assert abs(static_err[1]) < 5e-3
assert abs(overlap_loss[0] / overlap_loss[1] - 4) < 0.1

# Free-electron sphere: surface integral in SI units against n e^2/(eps0 m)
K_F = 1e10
cosines, cos_w = np.polynomial.legendre.leggauss(8)
speed = const.hbar * K_F / const.m_e
surf = 2 * np.pi * K_F**2 * np.sum(cos_w * (speed * cosines)**2 / speed)
free_surface = 2 * const.e**2 / ((2 * np.pi)**3 * const.epsilon_0 * const.hbar) * surf
density_free = K_F**3 / (3 * np.pi**2)
free_mass = density_free * const.e**2 / (const.epsilon_0 * const.m_e)
assert abs(free_surface / free_mass - 1) < 1e-10

# Derived quantities of the example
density = 2 * sum(filling) / VOLUME
HB2_ME = const.hbar**2 / (const.m_e * const.e) * 1e18      # eV nm^2
masses = density * COULOMB * HB2_ME / np.diag(surface_total)
plane_val, plane_vec = np.linalg.eigh(surface_total[:2, :2])
angle = np.degrees(np.arctan2(plane_vec[1, 1], plane_vec[0, 1])) % 180
assert abs(surface_total[0, 2]) < 1e-8 and abs(surface_total[1, 2]) < 1e-8

print(f"hoppings t, t_d, t_z = {T_PLANE}, {T_DIAG}, {T_Z} eV")
print(f"splitting D, hybridization w, Fermi level = {SPLIT}, {HYB}, {MU} eV")
print(f"lattice a, c = {A_LAT}, {C_LAT} nm; cell volume = {VOLUME:.3f} nm^3")
print(f"e^2/eps0 = {COULOMB:.4f} eV nm; g e^2/(eps0 V) = {PREF:.3f} eV/nm^2")
for n, name in enumerate(("lower", "upper")):
    print(f"{name} band: occupied zone fraction = {filling[n]:.5f}")
    for label, (i, j) in {"xx": (0, 0), "yy": (1, 1), "xy": (0, 1), "zz": (2, 2)}.items():
        print(f"  {label}: surface {surface_part[n][i, j]:.6f}, "
              f"inverse mass {volume_part[n][i, j]:.6f} eV^2")
print(f"electron density = {density:.4f} nm^-3")
for label, (i, j) in {"xx": (0, 0), "yy": (1, 1), "xy": (0, 1), "zz": (2, 2)}.items():
    print(f"total {label}: surface {surface_total[i, j]:.6f}, "
          f"inverse mass {volume_total[i, j]:.6f} eV^2")
print(f"largest |surface - inverse mass| = {np.abs(surface_total - volume_total).max():.1e} eV^2")
print(f"principal in-plane plasma energies = {plane_val[1]**0.5:.4f}, {plane_val[0]**0.5:.4f} eV")
print(f"axis of the larger one = {angle:.2f} degrees from x")
print(f"plasma energy along z = {surface_total[2, 2]**0.5:.4f} eV")
w_main = plane_val[1]**0.5 * const.e / const.hbar
print(f"largest plasma frequency = {w_main:.4e} rad/s")
print(f"n e^2/(eps0 w_p^2) for xx, yy, zz = {masses[0]:.4f}, {masses[1]:.4f}, {masses[2]:.4f} m_e")
print(f"response test: q direction = {Q_HAT.tolist()}, photon energy = {HW} eV")
print(f"tensor projected on q direction = {projected:.6f} eV^2")
for q, r, err in zip(q_list, resp, errors):
    print(f"T=0, q = {q} nm^-1: (hw)^2(1-eps) = {r:.6f} eV^2, rel. error {err:.2e}")
print(f"T=0 density of states per spin = {dos_zero:.5f} 1/eV per cell")
print(f"T=0 Thomas-Fermi wave number = {(PREF * dos_zero)**0.5:.4f} nm^-1")
print(f"kT = {KT} eV: projected tensor = {warm_projected:.6f} eV^2")
for q, dyn, sta, loss in zip(warm_q, warm_err, static_err, overlap_loss):
    print(f"kT = {KT} eV, q = {q} nm^-1: rel. error dynamic {dyn:.2e}, "
          f"static vs -DOS {sta:.2e}; mean 1-M {loss:.2e}")
print(f"dynamic error / q^2: measured {measured_spread:.4f}, "
      f"from velocity spread {spread:.4f} nm^2")
print(f"largest filled-band element = {filled_max:.1e} eV^2")
print(f"free sphere k_F = {K_F * 1e-9:.1f} nm^-1: plasma energy from surface = "
      f"{const.hbar * free_surface**0.5 / const.e:.4f} eV, "
      f"from n/m = {const.hbar * free_mass**0.5 / const.e:.4f} eV")
print("checks complete")
```

Printed output:

```
hoppings t, t_d, t_z = 0.5, 0.1, 0.05 eV
splitting D, hybridization w, Fermi level = 0.5, 0.3, -0.9 eV
lattice a, c = 0.4, 0.8 nm; cell volume = 0.128 nm^3
e^2/eps0 = 18.0951 eV nm; g e^2/(eps0 V) = 282.736 eV/nm^2
lower band: occupied zone fraction = 0.33874
  xx: surface 9.379152, inverse mass 9.379152 eV^2
  yy: surface 9.531349, inverse mass 9.531349 eV^2
  xy: surface 0.943969, inverse mass 0.943969 eV^2
  zz: surface 0.239369, inverse mass 0.239369 eV^2
upper band: occupied zone fraction = 0.11279
  xx: surface 5.390999, inverse mass 5.390999 eV^2
  yy: surface 4.926994, inverse mass 4.926994 eV^2
  xy: surface 0.735897, inverse mass 0.735897 eV^2
  zz: surface 0.144078, inverse mass 0.144078 eV^2
electron density = 7.0552 nm^-3
total xx: surface 14.770150, inverse mass 14.770150 eV^2
total yy: surface 14.458342, inverse mass 14.458342 eV^2
total xy: surface 1.679866, inverse mass 1.679866 eV^2
total zz: surface 0.383447, inverse mass 0.383447 eV^2
largest |surface - inverse mass| = 9.6e-14 eV^2
principal in-plane plasma energies = 4.0375, 3.5954 eV
axis of the larger one = 42.35 degrees from x
plasma energy along z = 0.6192 eV
largest plasma frequency = 6.1340e+15 rad/s
n e^2/(eps0 w_p^2) for xx, yy, zz = 0.6586, 0.6728, 25.3700 m_e
response test: q direction = [0.6, 0.48, 0.64], photon energy = 0.5 eV
tensor projected on q direction = 9.773119 eV^2
T=0, q = 0.4 nm^-1: (hw)^2(1-eps) = 10.726910 eV^2, rel. error 9.76e-02
T=0, q = 0.2 nm^-1: (hw)^2(1-eps) = 9.992129 eV^2, rel. error 2.24e-02
T=0, q = 0.1 nm^-1: (hw)^2(1-eps) = 9.826790 eV^2, rel. error 5.49e-03
T=0, q = 0.05 nm^-1: (hw)^2(1-eps) = 9.786471 eV^2, rel. error 1.37e-03
T=0 density of states per spin = 0.42424 1/eV per cell
T=0 Thomas-Fermi wave number = 10.9521 nm^-1
kT = 0.2 eV: projected tensor = 9.353505 eV^2
kT = 0.2 eV, q = 0.2 nm^-1: rel. error dynamic 2.22e-02, static vs -DOS 8.97e-05; mean 1-M 8.89e-05
kT = 0.2 eV, q = 0.1 nm^-1: rel. error dynamic 5.43e-03, static vs -DOS 2.24e-05; mean 1-M 2.22e-05
kT = 0.2 eV, q = 0.05 nm^-1: rel. error dynamic 1.35e-03, static vs -DOS 5.60e-06; mean 1-M 5.56e-06
dynamic error / q^2: measured 0.5406, from velocity spread 0.5482 nm^2
largest filled-band element = 1.3e-13 eV^2
free sphere k_F = 10.0 nm^-1: plasma energy from surface = 6.8241 eV, from n/m = 6.8241 eV
checks complete
```
